# Contact Pair Density of the Electron Gas: Yasuhara and Overhauser Compared: verification in Python

```python
"""Contact pair distribution g(0) of the unpolarized 3D electron gas.
Results under test (hartree atomic units, rs in bohr):
  Yasuhara   gY = (1/8) [z/I1(z)]^2,  z = 4 sqrt(alpha rs/pi)
  Overhauser gO = 32/(8+3 rs)^2
with alpha = (4/(9 pi))^(1/3), kF = 1/(alpha rs), lam = 2 alpha rs/pi.
psi is the contact amplitude of an antiparallel pair; g(0) = psi^2/2.
The formulas are compared with the ladder integral equation and with the
zero-energy radial equation from which they are derived. The true slope at
rs = 0 is obtained from first-order perturbation theory.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import i1

alpha = (4 / (9 * np.pi)) ** (1 / 3)


def z_of(rs):
    return 4 * np.sqrt(alpha * rs / np.pi)


def g_yasuhara(rs):
    z = z_of(rs)
    return (z / i1(z)) ** 2 / 8


def g_overhauser(rs):
    return 32 / (8 + 3 * rs) ** 2


def gauss(a, b, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (b - a) * x + 0.5 * (b + a), 0.5 * (b - a) * w


def ladder_psi(rs, exact_kernel, n):
    """Solve h(s) = 1 - lam int K(s,s') h(s') ds', with s = kF/k.
    The diagonal is treated by subtracting h(s) under the integral."""
    lam = 2 * alpha * rs / np.pi
    s, w = gauss(0, 1, n)
    row, col = s[:, None], s[None, :]
    if exact_kernel:
        gap = np.abs(row - col) + np.eye(n)
        kernel = col / (2 * row) * np.log((row + col) / gap)
        total = ((1 - s**2) / 2 * np.log((1 + s) / (1 - s)) + s) / (2 * s)
    else:
        kernel = np.minimum(1, col / row) ** 2
        total = 1 - 2 * s / 3
    weighted = kernel * w[None, :]
    np.fill_diagonal(weighted, 0)
    matrix = np.eye(n) + lam * weighted
    matrix += lam * np.diag(total - weighted.sum(axis=1))
    h = np.linalg.solve(matrix, np.ones(n))
    return 1 - lam * np.dot(w, h)


def outer_derivative(rs):
    """u'(r=rs) for u''=V u, u(0)=0, u'(0)=1, using t=r/rs."""
    def rhs(t, y):
        return [y[1], rs * (1 / t + t * t / 2 - 1.5) * y[0]]
    t0 = 1e-9
    sol = solve_ivp(rhs, (t0, 1), [t0 + rs * t0**2 / 2, 1 + rs * t0],
                    method="DOP853", rtol=1e-10, atol=1e-14)
    assert sol.success
    return sol.y[1, -1]


def g_full_potential(rs):
    return 0.5 / outer_derivative(rs) ** 2


def initial_slope(g, step=0.01):
    """Second-order one-sided difference with g(0)=1/2 at rs=0."""
    return (4 * g(step) - g(2 * step) - 1.5) / (2 * step)


def pair_integral(q):
    """Sum over pairs of 1/(energy denominator), momenta in units of kF."""
    def area(a):
        return np.where(a + q / 2 > 1, 1 - (a - q / 2) ** 2, 2 * a * q)
    if q < 2:
        a1, w1 = gauss(0, 1 - q / 2, 50)
        a2, w2 = gauss(1 - q / 2, 1 + q / 2, 50)
        a, w = np.concatenate([a1, a2]), np.concatenate([w1, w2])
    else:
        a, w = gauss(q / 2 - 1, q / 2 + 1, 50)
    f = w * area(a)
    return 9 / 16 * (f @ (1 / (a[:, None] + a[None, :])) @ f) / q


# Ladder equation against the Bessel formula, and the exact angular kernel
table_rs = [0.5, 1.0, 2.0, 5.0, 10.0]
g_exact_kernel = []
for rs in table_rs:
    psi = ladder_psi(rs, False, 400)
    assert abs(psi - np.sqrt(2 * g_yasuhara(rs))) < 2e-5
    coarse = ladder_psi(rs, True, 400)
    fine = ladder_psi(rs, True, 800)
    assert abs(coarse - fine) < 3e-4
    g_exact_kernel.append(fine**2 / 2)

# Full solution of Overhauser's potential: bounded above by his formula
g_full = [g_full_potential(rs) for rs in table_rs]
for rs, g in zip(table_rs, g_full):
    assert 0 < g < g_overhauser(rs)

# Slopes from the underlying equations against the derived coefficients
slope_y = -2 * alpha / np.pi
slope_o = -3 / 8
slope_y_num = initial_slope(lambda r: ladder_psi(r, False, 400) ** 2 / 2)
slope_k_num = initial_slope(lambda r: ladder_psi(r, True, 400) ** 2 / 2)
slope_o_num = initial_slope(g_full_potential)
assert abs(slope_y_num - slope_y) < 2e-4
assert abs(slope_k_num - slope_y) < 2e-4
assert abs(slope_o_num - slope_o) < 2e-4

# True first-order slope: quadrature, sampling, and a closed form
q_low, w_low = gauss(0, 2, 60)
s_high, w_high = gauss(0, 1, 60)
M = sum(w * pair_integral(q) for q, w in zip(q_low, w_low))
M += sum(w * 2 / s**2 * pair_integral(2 / s)
         for s, w in zip(s_high, w_high))
rng = np.random.default_rng(7)
samples = 2_000_000
s = rng.random(samples)
q = s / (1 - s)
k1, k2 = rng.random(samples) ** (1 / 3), rng.random(samples) ** (1 / 3)
c1 = k1 * rng.uniform(-1, 1, samples)
c2 = k2 * rng.uniform(-1, 1, samples)
allowed = (k1**2 + 2 * q * c1 + q**2 > 1) & (k2**2 + 2 * q * c2 + q**2 > 1)
values = np.zeros(samples)
values[allowed] = (1 / (q**2 + q * (c1 + c2)) / (1 - s) ** 2)[allowed]
M_sampled = values.mean()
M_error = values.std() / np.sqrt(samples)
assert M_error < 0.005
assert abs(M_sampled - M) < 5 * M_error
assert abs(M - (np.pi**2 + 6 * np.log(2) - 3) / 10) < 1e-5
slope_true = slope_y * M
assert slope_o < slope_true < slope_y

# Single crossing
grid = np.geomspace(1e-3, 1e3, 4000)
signs = np.sign(g_yasuhara(grid) - g_overhauser(grid))
assert signs[0] > 0 and signs[-1] < 0
assert np.count_nonzero(np.diff(signs)) == 1
crossing = brentq(lambda r: g_yasuhara(r) - g_overhauser(r), 0.1, 5)
c = 3 * np.pi / (32 * alpha)
x_cross = z_of(crossing) ** 2 / 4
assert abs(x_cross / 12 + x_cross**2 / 144 - (c - 0.5)) < 1e-3
best = minimize_scalar(lambda r: g_overhauser(r) - g_yasuhara(r),
                       bounds=(0, crossing), method="bounded",
                       options={"xatol": 1e-8})
bohr_cm = 100 * physical_constants["Bohr radius"][0]
density = 3 / (4 * np.pi * (crossing * bohr_cm) ** 3)

# Low-density tails
tail_rs = [20.0, 50.0, 100.0]


def tail_yasuhara(rs):
    z = z_of(rs)
    return np.pi / 4 * z**3 * np.exp(-2 * z)


for rs in tail_rs:
    z = z_of(rs)
    ratio = g_yasuhara(rs) / tail_yasuhara(rs)
    assert abs(ratio - 1 - 3 / (4 * z)) < 1.5 / z**2
W = quad(lambda v: 2 * (1 - v * v) * np.sqrt((v * v + 2) / 2), 0, 1)[0]
r1, r2 = 1.0e4, 4.0e4
log1, log2 = np.log(outer_derivative(r1)), np.log(outer_derivative(r2))
power = (log2 - log1 - W * (np.sqrt(r2) - np.sqrt(r1))) / np.log(r2 / r1)
assert abs(power + 3 / 8) < 0.03
rate_y = 8 * np.sqrt(alpha / np.pi)

print("All g(0), slopes per bohr of rs; rs in bohr")
print(f"alpha = {alpha:.6f} (dimensionless)")
print("rs | z | gY | gO | gY/gO")
for rs in table_rs:
    gy, go = g_yasuhara(rs), g_overhauser(rs)
    print(f"{rs:4.1f} | {z_of(rs):.4f} | {gy:.5f} | {go:.5f} | {gy/go:.4f}")
print("rs | g ladder, exact kernel | g full Overhauser potential")
for rs, gk, gf in zip(table_rs, g_exact_kernel, g_full):
    print(f"{rs:4.1f} | {gk:.4f} | {gf:.5f}")
print(f"slope Yasuhara = {slope_y:.5f} per bohr")
print(f"  from ladder equation = {slope_y_num:.4f} per bohr")
print(f"  from exact-kernel ladder = {slope_k_num:.4f} per bohr")
print(f"slope Overhauser = {slope_o:.5f} per bohr")
print(f"  from radial equation = {slope_o_num:.4f} per bohr")
print(f"Fermi-sphere factor M = {M:.5f} (dimensionless)")
print(f"  M sampled = {M_sampled:.4f} +- {M_error:.4f}")
print(f"true first-order slope = {slope_true:.5f} per bohr")
print(f"Yasuhara slope / true = {slope_y/slope_true:.4f}")
print(f"Overhauser slope / true = {slope_o/slope_true:.4f}")
print(f"crossing constant c = {c:.5f} (dimensionless)")
print(f"crossing x = {x_cross:.4f} (dimensionless)")
print(f"crossing rs = {crossing:.4f} bohr")
print(f"crossing density = {density:.3e} cm^-3")
print(f"g(0) at crossing = {g_overhauser(crossing):.5f}")
print(f"largest gY-gO before crossing = {-best.fun:.5f}")
print(f"  reached at rs = {best.x:.3f} bohr")
print("rs | gY | gY leading tail | gO | 32/(9 rs^2) | g full")
for rs in tail_rs:
    print(f"{rs:5.0f} | {g_yasuhara(rs):.3e} | {tail_yasuhara(rs):.3e} | "
          f"{g_overhauser(rs):.3e} | {32/(9*rs**2):.3e} | "
          f"{g_full_potential(rs):.3e}")
print(f"Yasuhara decay rate in sqrt(rs) = {rate_y:.4f} bohr^-1/2")
print(f"WKB integral W = {W:.5f} (in bohr^-1/2)")
print(f"full-potential decay rate 2W = {2*W:.4f} bohr^-1/2")
print(f"fitted power of rs in u'(rs) = {power:.4f} (WKB: {-3/8:.4f})")
print("ALL CHECKS PASSED")
```

Output:

```
All g(0), slopes per bohr of rs; rs in bohr
alpha = 0.521062 (dimensionless)
rs | z | gY | gO | gY/gO
 0.5 | 1.1519 | 0.36198 | 0.35457 | 1.0209
 1.0 | 1.6290 | 0.26620 | 0.26446 | 1.0066
 2.0 | 2.3038 | 0.14971 | 0.16327 | 0.9170
 5.0 | 3.6426 | 0.03328 | 0.06049 | 0.5501
10.0 | 5.1515 | 0.00424 | 0.02216 | 0.1913
rs | g ladder, exact kernel | g full Overhauser potential
 0.5 | 0.3656 | 0.34854
 1.0 | 0.2762 | 0.24904
 2.0 | 0.1699 | 0.13475
 5.0 | 0.0581 | 0.02893
10.0 | 0.0186 | 0.00385
slope Yasuhara = -0.33172 per bohr
  from ladder equation = -0.3317 per bohr
  from exact-kernel ladder = -0.3317 per bohr
slope Overhauser = -0.37500 per bohr
  from radial equation = -0.3750 per bohr
Fermi-sphere factor M = 1.10285 (dimensionless)
  M sampled = 1.1020 +- 0.0010
true first-order slope = -0.36584 per bohr
Yasuhara slope / true = 0.9067
Overhauser slope / true = 1.0251
crossing constant c = 0.56524 (dimensionless)
crossing x = 0.7360 (dimensionless)
crossing rs = 1.1094 bohr
crossing density = 1.180e+24 cm^-3
g(0) at crossing = 0.24936
largest gY-gO before crossing = 0.00756
  reached at rs = 0.423 bohr
rs | gY | gY leading tail | gO | 32/(9 rs^2) | g full
   20 | 1.595e-04 | 1.427e-04 | 6.920e-03 | 8.889e-03 | 1.740e-04
   50 | 1.270e-07 | 1.186e-07 | 1.282e-03 | 1.422e-03 | 2.539e-07
  100 | 2.523e-11 | 2.406e-11 | 3.373e-04 | 3.556e-04 | 1.225e-10
Yasuhara decay rate in sqrt(rs) = 3.2581 bohr^-1/2
WKB integral W = 1.39684 (in bohr^-1/2)
full-potential decay rate 2W = 2.7937 bohr^-1/2
fitted power of rs in u'(rs) = -0.3788 (WKB: -0.3750)
ALL CHECKS PASSED
```
